# Tanh build-up of vacancies and interstitials under mutual recombination

Multiply the production rate of displacement damage by the exposure time, and the predicted defect concentration grows without limit. The estimate fails because it counts every vacancy and interstitial ever made, including those that have since met and annihilated. Using the steady concentration from the start fails at early times instead: it puts defects in the crystal before the beam has made them. Even a loss proportional to concentration gives the wrong dependence on beam current when the defects disappear by meeting one another.

Let $c_I$ and $c_V$ be the concentrations of isolated, mobile interstitials and vacancies. They are produced in pairs at a constant rate $G$ per unit volume, and their mutual recombination has a constant coefficient $K$. If both concentrations start at zero, they remain equal to a common value $c$, and

$$
c(t)=\sqrt{\frac GK}\,\tanh\frac t\tau,\qquad \tau=\frac1{\sqrt{GK}} .
$$

Concentrations are in $\mathrm{cm^{-3}}$, $G$ is in $\mathrm{cm^{-3}\,s^{-1}}$ and $K$ in $\mathrm{cm^3\,s^{-1}}$. The material is taken as uniform and well mixed, without surfaces, traps, clusters or thermal production. A new pair may recombine almost at once because its members start close together. Such pairs are left out of $G$, which counts those whose members separate and join the general population.

## First derivation: the balance of populations

In a small volume $V$ holding $n_I$ interstitials and $n_V$ vacancies, there are $n_In_V$ possible recombining pairs. Each pair reacts at rate $K/V$, so the number of reactions per unit volume and time is

$$
\frac1V\,\frac KV\,n_In_V=Kc_Ic_V .
$$

There is no factor $1/2$, because the partners are of different kinds and no pair has been counted twice. Each reaction removes one defect of each kind:

$$
\frac{dc_I}{dt}=G-Kc_Ic_V,\qquad
\frac{dc_V}{dt}=G-Kc_Ic_V .
$$

Subtraction gives $d(c_I-c_V)/dt=0$. The difference starts at zero and therefore stays zero, even if the two species diffuse at different speeds. Hence

$$
\frac{dc}{dt}=G-Kc^2. \tag{1}
$$

Production and loss balance at $c_s=\sqrt{G/K}$. Define $u=c/c_s$ and $x=t/\tau$. Since $c_s/\tau=\sqrt{G/K}\sqrt{GK}=G$ and $Kc_s^2=G$, equation (1) becomes

$$
G\frac{du}{dx}=G-Gu^2,
\qquad\text{so}\qquad
\frac{du}{dx}=1-u^2 .
$$

The solution starts at $u=0$. While $u<1$ we may divide by $1-u^2$ and integrate:

$$
x=\int_0^u\frac{dv}{1-v^2}
=\frac12\int_0^u\left(\frac1{1-v}+\frac1{1+v}\right)dv
=\frac12\ln\frac{1+u}{1-u}.
$$

The two fractions add to $2/(1-v^2)$, which accounts for the factor $1/2$. As $u$ approaches 1 the logarithm diverges, so the plateau is not reached at any finite time and the division was legitimate. Exponentiating and collecting the terms in $u$,

$$
e^{2x}(1-u)=1+u,
\qquad
e^{2x}-1=u(e^{2x}+1),
$$

$$
u=\frac{e^{2x}-1}{e^{2x}+1}
=\frac{e^x-e^{-x}}{e^x+e^{-x}}=\tanh x .
$$

Restoring $u=c/c_s$ and $x=t/\tau$ gives the stated result.

## Second derivation: the survival of individual defects

The same concentration can be found by asking which of the defects made earlier are still present. Follow one vacancy. In a short time $dt$ it recombines with probability $Kc_I\,dt=Kc\,dt$. Its chance of surviving from its creation at $t'$ until $t$ is the product of the chances of surviving each short interval:

$$
S(t,t')=\exp\left[-K\int_{t'}^t c(s)\,ds\right].
$$

The vacancies present at $t$ are the survivors of all earlier production, so

$$
c(t)=\int_0^t G\,S(t,t')\,dt'. \tag{2}
$$

The unknown concentration also appears inside $S$. To separate the two times, define

$$
\phi(t)=\exp\left[K\int_0^t c(s)\,ds\right].
$$

Then $S(t,t')=\phi(t')/\phi(t)$, and $1/\phi(t)$ is the chance that a defect made at time zero survives until $t$. Multiplying (2) by $\phi(t)$ gives

$$
\phi(t)c(t)=G\int_0^t\phi(t')\,dt' .
$$

The definition of $\phi$ also gives $\phi'=Kc\phi$. Therefore

$$
\phi'(t)=GK\int_0^t\phi(t')\,dt',
\qquad
\phi''(t)=GK\,\phi(t)=\frac{\phi(t)}{\tau^2}. \tag{3}
$$

The nonlinear problem has become a linear one. Its general solution is $\phi=Ae^{t/\tau}+Be^{-t/\tau}$. At time zero the integrals vanish, so $\phi(0)=1$ and $\phi'(0)=0$. These conditions require $A+B=1$ and $A-B=0$, hence $A=B=1/2$ and $\phi=\cosh(t/\tau)$. Finally,

$$
c=\frac{\phi'}{K\phi}
=\frac1{K\tau}\frac{\sinh(t/\tau)}{\cosh(t/\tau)}
=\sqrt{\frac GK}\tanh\frac t\tau,
$$

because $1/(K\tau)=\sqrt{GK}/K=\sqrt{G/K}$.

## What the solution says

At early times few partners are available. Putting the first estimate $u\approx x$ into $du/dx=1-u^2$ gives $du/dx\approx1-x^2$, and hence

$$
c\approx Gt\left(1-\frac{x^2}{3}\right),\qquad x\ll1 .
$$

At late times, dividing the numerator and denominator of $\tanh x$ by $e^x$ gives

$$
u=\frac{1-e^{-2x}}{1+e^{-2x}}\approx1-2e^{-2x}.
$$

The shortfall decays at rate $2/\tau$, although one defect at the plateau recombines at rate $Kc_s=1/\tau$. The factor of two arises because a change in concentration changes both partners. If $c=c_s+\delta$ with small $\delta$, then $G-Kc^2\approx-2Kc_s\delta$.

The plateau does not mean that damage production has stopped. Pairs are still made at rate $G$ and are lost at the same rate. Of all the pairs made since the beam was switched on, the fraction surviving is

$$
\frac{c}{Gt}=\frac{c_s}{G\tau}\frac{\tanh x}{x}=\frac{\tanh x}{x},
$$

where $c_s=G\tau$ has been used. With $K$ held fixed, quadrupling $G$ doubles the plateau and halves $\tau$.

When the beam is switched off at concentration $c_0$, equation (1) becomes $dc/dt=-Kc^2$. Then $d(1/c)/dt=K$, and with time measured from switch-off,

$$
c(t)=\frac{c_0}{1+Kc_0t}.
$$

Starting from the plateau, $Kc_0=1/\tau$, so half the defects remain after one $\tau$. The later decay is slow because the survivors have fewer partners.

## What each derivation assumes

Both derivations assume that a defect meets partners at a rate set by their average concentration. The first places this assumption in the product $Kc_Ic_V$; the second places it in the survival probability. The second makes a further feature visible: a new defect must face the same risk as an old one. A newly made pair breaks this condition while its members are still close. Counting only escaping pairs in $G$ repairs the description if that early stage is short compared with $\tau$.

Random fluctuations also separate a small volume from the average law. If $n$ is the number of pairs in volume $V$, averaging the production and loss events gives

$$
\frac{d\langle n\rangle}{dt}
=GV-\frac KV\langle n^2\rangle
=GV-\frac KV\left(\langle n\rangle^2+\operatorname{var}n\right).
$$

Equation (1) omits the variance. For a volume whose plateau is 100 pairs, numerical solution of the equations for the probabilities of each $n$ gave means within 0.27 pairs of the tanh law at $x=0.5$, 1 and 2. This measures number fluctuations in a well-mixed volume; it says nothing about defects that are unevenly placed.

The derivations differ in how they extend. Separation of variables still works if $G$ and $K$ vary by a common factor, $G=gf(t)$ and $K=kf(t)$, because the factor can be moved to the time side of the integral. It does not work directly for a beam whose current varies while $K$ stays fixed. The survival method does: differentiating $\phi'=K\int_0^tG(t')\phi(t')\,dt'$ gives

$$
\phi''=KG(t)\phi ,
$$

which remains linear for any prescribed $G(t)$.

The survival method also handles equal initial populations $c_0$ under a constant beam. Now $\phi(0)=1$ and $\phi'(0)=Kc_0$. With $u_0=c_0/c_s$, the solution of (3) is $\phi=\cosh x+u_0\sinh x$, and $c=\phi'/(K\phi)$ becomes

$$
c=c_s\frac{\tanh x+u_0}{1+u_0\tanh x}.
$$

This rises to the plateau if $u_0<1$, falls to it if $u_0>1$, and stays there if $u_0=1$. The first derivation needs a different form of the logarithm when $u_0>1$.

## The recombination coefficient

Suppose a pair recombines whenever its members come within a distance $a$. Seen from one defect, the other diffuses with coefficient $D_r=D_I+D_V$, since independent random displacements add their variances. In the steady state the partner concentration satisfies

$$
\frac{d}{dr}\left(r^2\frac{dc}{dr}\right)=0,
\qquad c(a)=0,\quad c(\infty)=c_\infty .
$$

Two integrations give $c=c_\infty(1-a/r)$. The inward rate is $4\pi r^2D_r\,dc/dr=4\pi aD_rc_\infty$, and so

$$
K=4\pi a(D_I+D_V).
$$

This coefficient assumes that contact always leads to recombination and that the steady profile has formed.

## A light-ion implant in silicon

Consider silicon at 300 K under a 100 keV beam of singly charged light ions, with a current density of $1.0\ \mathrm{\mu A/cm^2}$. Protons are the case in mind. The material parameters are rough: five escaping pairs per ion spread over 1000 nm, a capture radius of 0.50 nm, and for both defects a diffusivity prefactor of $10^{-3}\ \mathrm{cm^2/s}$ with a migration barrier of 0.45 eV.

Dividing the current density by the elementary charge gives $6.24\times10^{12}$ ions per $\mathrm{cm^2}$ per second. Thus

$$
G=\frac{(6.24\times10^{12})(5)}{10^{-4}}
=3.12\times10^{17}\ \mathrm{cm^{-3}\,s^{-1}} .
$$

With $k_BT=0.02585$ eV,

$$
D=10^{-3}e^{-0.45/0.02585}
=2.76\times10^{-11}\ \mathrm{cm^2/s},
$$

$$
K=4\pi(5.0\times10^{-8})(2D)
=3.46\times10^{-17}\ \mathrm{cm^3/s}.
$$

The two scales follow:

$$
c_s=\sqrt{\frac{3.12\times10^{17}}{3.46\times10^{-17}}}
=9.5\times10^{16}\ \mathrm{cm^{-3}},
\qquad
\tau=\frac1{\sqrt{GK}}=0.30\ \mathrm{s}.
$$

| $t/\tau$ | $t$ (s) | $c$ ($10^{16}\ \mathrm{cm^{-3}}$) | surviving fraction |
|---:|---:|---:|---:|
| 0.5 | 0.15 | 4.4 | 0.92 |
| 1.0 | 0.30 | 7.2 | 0.76 |
| 1.47 | 0.45 | 8.5 | 0.61 |
| 2.0 | 0.61 | 9.2 | 0.48 |
| 3.0 | 0.91 | 9.4 | 0.33 |

The third row is the time to 90% of the plateau, $\tau\operatorname{artanh}0.9$. By $3\tau$, two thirds of the escaping pairs have recombined, so production multiplied by time overstates the concentration threefold.

At the plateau the typical defect spacing, $c_s^{-1/3}$, is 22 nm. Five pairs spread evenly along one track would be 200 nm apart, and near neighbours would then usually come from different ions. Real proton tracks are less even, because one recoiling silicon atom can make several pairs close together. The well-mixed picture needs such defects to spread over the typical spacing before they recombine. In a time $\tau$ a defect diffuses about $\sqrt{6D\tau}=71$ nm, so the picture is plausible for a light ion if the defects are neutral. A neutral partner starting at distance $r$ is eventually captured with probability $a/r$, only 0.1 at 5 nm. The unscreened attraction between opposite charges, treated below, raises this to about 0.6, and recombination within one recoil's group of defects then matters. The well-mixed picture is also harder to justify for dense heavy-ion cascades.

## How far silicon departs from the model

Neither $G$ nor $K$ is well known. The number of escaping pairs per ion is a rough guess, and the plateau varies as its square root. The plateau is also sensitive to the mobility. Raising both migration barriers by 0.1 eV, with the other inputs fixed, multiplies both $c_s$ and $\tau$ by $e^{0.1/(2k_BT)}=6.9$. Attraction between oppositely charged defects acts the other way. For opposite unit charges in a medium of relative permittivity 11.7, the unscreened attraction is $U=-k_BTr_c/r$, with $r_c=e^2/(4\pi\varepsilon_0\varepsilon_rk_BT)$. With drift included, the inward flow is

$$
J=4\pi r^2D_r\left(\frac{dc}{dr}+\frac{c}{k_BT}\frac{dU}{dr}\right)
=4\pi r^2D_r\,e^{-U/k_BT}\frac{d}{dr}\left(c\,e^{U/k_BT}\right).
$$

In the steady state $J$ is the same at every $r$. Dividing by $4\pi r^2D_re^{-U/k_BT}$ and integrating from $c(a)=0$ to $c(\infty)=c_\infty$, where $U=0$, gives $J=4\pi RD_rc_\infty$. Drift therefore replaces $a$ by $R$, where

$$
\frac1R=\int_a^\infty\frac{e^{-r_c/r}}{r^2}\,dr .
$$

This gives $R=4.8$ nm and, with $G$ held fixed, multiplies the plateau by $\sqrt{a/R}=0.32$. Charged defects at this density screen one another, with a Debye length of about 16 nm, which would lower $R$ to about 3.8 nm and raise the factor to about 0.36. The beam also creates about $10^{21}$ electron–hole pairs per $\mathrm{cm^3}$ per second, which screen further and can change the charge states and mobilities of the defects; none of this is in the model. Attraction also lets fewer new pairs escape, which lowers $G$. The example therefore fixes an order of magnitude at best.

Clustering changes the kinetics as well as the numbers. Let like defects form immobile dimers with the same capture radius, and let $p$ be the concentration of each kind of dimer. Like defects meet at rate $Kc^2/2$, the half avoiding double counting, and each meeting removes two of them. The extra loss is $Kc^2$. An opposite defect meeting a dimer is consumed but leaves one single defect behind. By symmetry these gains and losses cancel in the equation for $c$, leaving

$$
\frac{dc}{dt}=G-2Kc^2,
\qquad
\frac{dp}{dt}=\frac K2c^2-\frac K2cp .
$$

The coefficient $K/2=4\pi aD$ in the last term applies because only one partner moves. The single-defect plateau falls by a factor $\sqrt2$, and at $3\tau$ the concentration is 29% below the original model. Yet the stored number of each kind, $c+2p$, is then 1.5 times the original value. It is still rising: the steady state has $p=c$, which gives $3/\sqrt2\approx2.1$ times the original plateau. Larger clusters are left out, so this is an estimate and not a limit on the stored damage.

Oxygen can trap vacancies. Take immobile traps with the same capture radius, and let an interstitial annihilate a trapped vacancy and free the trap. Numerical integration to $3\tau$ then gives these changes relative to the trap-free model:

- With $10^{16}\ \mathrm{cm^{-3}}$ of oxygen, free vacancies fall by 3.6% and interstitials rise by 1.1%.
- With $10^{18}\ \mathrm{cm^{-3}}$, free vacancies fall by 83% and interstitials rise by 30%.

The second value is roughly that of Czochralski-grown silicon. There the assumption of equal free populations fails, because interstitials balance the free and trapped vacancies together.

The implanted protons can act as traps too. By $3\tau$ the dose is $5.7\times10^{12}\ \mathrm{cm^{-2}}$, or $5.7\times10^{16}\ \mathrm{cm^{-3}}$ averaged over the layer, which is comparable with the plateau. If they trapped vacancies as oxygen does in the model above, free vacancies would fall by about 15% for protons spread evenly through the layer. Real protons collect near the end of the range, so the loss is very uneven: by the same model, roughly half of the free vacancies where most protons stop, and about 1% or less over the first half of the layer. Damage production also rises towards the end of the range. The local plateau, which follows $\sqrt G$, is therefore lower near the surface and higher at depth than the uniform value, roughly 0.6 times that value near the surface and 1.6 times it near the damage peak, averaged over 100 nm slices.

Surface loss, beam heating and thermal production are smaller corrections, about 3% or less for these inputs. A depth-resolved numerical solution, with a perfectly absorbing surface and no production below 1000 nm, lowers the layer average by 3.0% at $3\tau$, about 2.2% through the surface and 0.8% by diffusion past the deep edge of the layer. The reduction is small because the diffusion length $\sqrt{D\tau}$ is 29 nm, but close to the surface the uniform model fails. The beam delivers $0.10\ \mathrm{W/cm^2}$. An uncooled wafer 0.5 mm thick, with density $2.33\ \mathrm{g/cm^3}$ and heat capacity $0.70\ \mathrm{J/(g\,K)}$, warms by 1.1 K in $3\tau$, which lowers the concentration by 2.6%. A longer exposure needs cooling if $K$ is to remain constant. Thermal production is negligible here: with a rough formation energy of 3.6 eV and $5\times10^{22}$ sites per $\mathrm{cm^3}$, the equilibrium concentration is about $10^{-38}\ \mathrm{cm^{-3}}$.

The tanh law thus describes isolated defects during a short, uniform exposure in which mutual recombination is the dominant loss. In this silicon example, clustering and trapping, whether by oxygen or by the implanted protons, can break that condition, while the poorly known mobility, charge state and number of escaping pairs govern the absolute scale.
